\section*{When a Two-Site Polaron Has Two Minima: The Astroid Condition}

\section{Result and conventions}

One carrier shares two sites whose energies are shifted in opposite directions by a lattice coordinate $x$. In the basis of the two sites the electronic Hamiltonian is
\begin{equation}
h(x)=\begin{pmatrix} gx+D & t\\ t & -(gx+D)\end{pmatrix}.
\end{equation}
The static site-energy difference is $2D$, the transfer element is $t$, and the elastic energy is $Kx^2/2$ with $K>0$, $g\neq0$. The lattice is classical and harmonic. Define
\begin{equation}
L=\frac{g^2}{K},\qquad u=gx+D,\qquad r=\sqrt{u^2+t^2}.
\end{equation}
Since $h^2=r^2\,\mathbf 1$ and $h$ has zero trace, its eigenvalues are $\pm r$. The two adiabatic surfaces are therefore $E_\pm=Kx^2/2\pm r$.

For $D\ge0$ and $t\ge0$, the lower surface has two minima if and only if
\begin{equation}
D^{2/3}+t^{2/3}<L^{2/3}. \label{eq:astroid}
\end{equation}
For other signs, replace $D$ and $t$ by their magnitudes: $r$ contains only $t^2$, and $(x,D)\to(-x,-D)$ leaves $E_\pm$ unchanged.

The condition concerns the lower surface. On the upper one,
\begin{equation}
\frac{d^2E_+}{dx^2}=K+\frac{g^2t^2}{r^3}>0\qquad(t>0),
\end{equation}
so there is a single minimum. At $t=0$ the surface is a parabola plus the convex function $|u|$, with the same conclusion. From here on $E$ means $E_-$.

Because $x=(u-D)/g$, the elastic energy is $K(u-D)^2/(2g^2)$, and
\begin{equation}
E(u)=\frac{(u-D)^2}{2L}-\sqrt{u^2+t^2}. \label{eq:E}
\end{equation}
The map from $x$ to $u$ is linear and invertible, so minima may be counted in either variable. Three energies remain: $L$, $D$ and $t$.

\section{First case: no transfer}

At $t=0$ the last term of \eqref{eq:E} is $-|u|$. The slopes on the two sides are
\begin{equation}
E'(u)=\frac{u-D}{L}-1\ \ (u>0),\qquad
E'(u)=\frac{u-D}{L}+1\ \ (u<0).
\end{equation}
The first vanishes at $u=D+L$, which is positive and gives a minimum. The second vanishes at $u=D-L$, which lies on its own side only if $D<L$. At the kink $u=0$ the slopes from left and right are then $1-D/L>0$ and $-1-D/L<0$, so the kink is a maximum. At $D=L$ the left slope is $u/L<0$, the curve falls straight through $u=0$, and there is no second minimum. Two wells coexist exactly when $D<L$, which is \eqref{eq:astroid} at $t=0$.

At $u=D\pm L$ the elastic energy is $L/2$. Hence
\begin{equation}
E_{\rm deep}=\frac L2-(L+D)=-\frac L2-D,\qquad
E_{\rm shallow}=\frac L2-(L-D)=-\frac L2+D.
\end{equation}
The crossing has energy $D^2/(2L)$, so the barrier out of the shallow well is
\begin{equation}
\frac{D^2}{2L}+\frac L2-D=\frac{(L-D)^2}{2L}.
\end{equation}

\section{Second case: equal sites}

Now take $D=0$ and $t>0$. The stationary condition is
\begin{equation}
E'(u)=u\left(\frac1L-\frac1r\right)=0 .
\end{equation}
Either $u=0$, or $r=L$, that is $u=\pm\sqrt{L^2-t^2}$. The second pair is real and distinct from $u=0$ only for $t<L$. For $t<L$ the bracket is negative near $u=0$ and positive far out, so $u=0$ is a maximum between two minima. Their energy is
\begin{equation}
\frac{L^2-t^2}{2L}-L=-\frac{L^2+t^2}{2L},
\end{equation}
and since $E(0)=-t$ the barrier is
\begin{equation}
B(D=0)=-t+\frac{L^2+t^2}{2L}=\frac{(L-t)^2}{2L}. \label{eq:B0}
\end{equation}
At $t=L$ the wells merge. Expanding the root gives $E=-L+u^4/(8L^3)+\dots$: a single quartic minimum, with the carrier spread evenly over both sites.

Along each axis of the $(D,t)$ plane the limit is $L$. These two limits would also be met by the straight line $D+t=L$, so the general case is needed to fix the boundary between them.

\section{General case}

For $t>0$, differentiate \eqref{eq:E}:
\begin{equation}
E'(u)=\frac{u-D}{L}-\frac ur=\frac{f(u)-D}{L},\qquad f(u)=u-\frac{Lu}{r}. \label{eq:slope}
\end{equation}
A minimum is a point where $f$ crosses the level $D$ upwards, because $E'$ then changes from negative to positive. Counting minima is counting upward crossings.

The shape of $f$ follows from
\begin{equation}
\frac{d}{du}\frac ur=\frac1r-\frac{u^2}{r^3}=\frac{t^2}{r^3},\qquad
f'(u)=1-\frac{Lt^2}{r^3}.
\end{equation}
Since $r\ge t$, the subtracted term is at most $L/t$.

If $t\ge L$, then $f'\ge0$, with equality at most at the single point $u=0$. So $f$ rises strictly from $-\infty$ to $\infty$ and crosses $D$ once: one minimum. Condition \eqref{eq:astroid} also fails there.

If $0<t<L$, then $f'$ vanishes where $r^3=Lt^2$, at $u=\pm u_*$ with
\begin{align}
r_*^2&=L^{2/3}t^{4/3},\\
u_*^2&=r_*^2-t^2=t^{4/3}\left(L^{2/3}-t^{2/3}\right).
\end{align}
Between these points $f$ falls; outside them it rises. Its local maximum is at $-u_*$. With $L/r_*=L^{2/3}/t^{2/3}$,
\begin{align}
f(-u_*)&=u_*\left(\frac{L}{r_*}-1\right)
=u_*\,\frac{L^{2/3}-t^{2/3}}{t^{2/3}}\nonumber\\
&=\left(L^{2/3}-t^{2/3}\right)^{3/2}\equiv D_c. \label{eq:Dc}
\end{align}
As $f$ is odd, its local minimum is $-D_c$. There are three possibilities for $D\ge0$.

\begin{itemize}
\item $D<D_c$: the level is crossed on all three branches, upwards, downwards and upwards. These are a shallow minimum at $u_s<-u_*$, a saddle at $-u_*<u_b\le0$, and a minimum at $u_d>u_*$. At $D=0$ the two wells are equally deep.
\item $D>D_c$: only the last rising branch reaches the level. There is one minimum.
\item $D=D_c$: $f$ touches the level from below at $-u_*$, so $E'$ is negative on both sides. The lost minimum has become an inflection.
\end{itemize}

Thus two minima require $D<D_c$. Both sides are non-negative, so raising to the power $2/3$ preserves the inequality and gives \eqref{eq:astroid}. Reflected into all four quadrants, the boundary is an astroid.

Near the corner $t\to0$ the boundary behaves as
\begin{equation}
D_c=L\left[1-(t/L)^{2/3}\right]^{3/2}\simeq L-\tfrac32L^{1/3}t^{2/3}.
\end{equation}
The fractional power makes a small transfer element costly: transfer rounds off the kink that separated the wells, and a shallow well close to the kink is lost first.

The count was tested on surfaces obtained by numerical diagonalization for 300 random parameter sets, with $0.02L\le t\le1.2L$, $|D|\le L$ and both signs of $g$. Sets with $|D|^{2/3}+t^{2/3}$ within 2\% of $L^{2/3}$ were left out because of the finite grid. One minimum was found in 233 cases and two in 67, each time as \eqref{eq:astroid} requires.

\section{How much barrier the condition guarantees}

Coexistence says nothing about depth. Let $d=D_c-D$ be small and positive, and $v=u+u_*$. Differentiating $f'$ gives $f''=3Lt^2u/r^5$. At $-u_*$, where $r_*^3=Lt^2$, this is $-3u_*/r_*^2$. Hence
\begin{equation}
f\simeq D_c-cv^2,\qquad c=\frac{3u_*}{2(Lt^2)^{2/3}}.
\end{equation}
The minimum and saddle lie at $v=\mp w$, $w=\sqrt{d/c}$. Integrating the slope between them,
\begin{equation}
B\simeq\frac1L\int_{-w}^{w}(d-cv^2)\,dv
=\frac1L\left(2dw-\frac{2cw^3}{3}\right)
=\frac{4\,d^{3/2}}{3L\sqrt c}, \label{eq:fold}
\end{equation}
where $cw^2=d$ was used. The barrier vanishes faster than the distance to the boundary.

There is also an upper bound. At a stationary point $\partial E/\partial x=0$, so its energy changes with a parameter as if $x$ were fixed: $dE/dD=-u/r$ and $dE/dt=-t/r$. For the barrier $B=E(u_b)-E(u_s)$,
\begin{equation}
\frac{dB}{dD}=\frac{|u_b|}{r_b}-\frac{|u_s|}{r_s}<0,\qquad
\frac{dB}{dt}=\frac t{r_s}-\frac t{r_b}<0,
\end{equation}
because $|u_s|>|u_b|$. Disorder and transfer both lower the barrier, and within this model it cannot exceed its value at $D=t=0$, which is $L/2$.

\section{Two carriers in the lower level}

If two carriers of opposite spin fill the level and their repulsion is neglected, the energy is $Kx^2/2-2r$. Half of it is $(K/2)x^2/2-r$, which has the same minima and is the one-carrier problem with $K$ replaced by $K/2$. The condition becomes $D^{2/3}+t^{2/3}<(2L)^{2/3}$. Repulsion changes this, since it favours one carrier on each site.

\section{A hole on an oxygen pair}

The following rough, round values represent a hole on two neighbouring oxygen sites in a film like amorphous indium-gallium-zinc oxide: $K=1000$ eV/nm$^2$, $g=30$ eV/nm, $t=0.20$ eV, $D=0.12$ eV, a vibrating mass of 16 atomic mass units, and 300 K. Energies are hole energies, so a trapped hole lies low. Then
\begin{equation}
L=\frac{30^2}{1000}=0.90\ \text{eV},\qquad
0.243+0.342=0.585<0.932,
\end{equation}
the last numbers in eV$^{2/3}$. Two wells exist. The critical offset is
\begin{equation}
D_c=(0.932-0.342)^{3/2}=0.453\ \text{eV},
\end{equation}
a site-energy difference of 0.91 eV. Bisection on the diagonalized surface gives the same 0.453 eV. The straight line $D+t=L$ would have allowed 0.70 eV.

The stationary points are:
\begin{center}
\begin{tabular}{lccc}
 & $u$ (eV) & $x$ (nm) & $E$ (eV)\\
shallow well & $-0.750$ & $-0.0290$ & $-0.356$\\
saddle & $-0.035$ & $-0.0052$ & $-0.190$\\
deep well & $1.003$ & $0.0294$ & $-0.590$
\end{tabular}
\end{center}
The hole must climb 0.166 eV from the shallow well and 0.400 eV from the deep one. With equal sites, \eqref{eq:B0} gives $0.70^2/1.80=0.272$ eV. At 0.453 meV from the fold, the direct barrier is 7.524 $\mu$eV and \eqref{eq:fold} gives 7.523 $\mu$eV.

\subsection{Escape at room temperature}

Assume thermal equilibrium inside the shallow well and no return after crossing the saddle. The escape rate is the outward thermal flux at the saddle divided by the population of the well:
\begin{equation}
\Gamma=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{e^{-E(u_b)/k_BT}}{\int_{\rm well}e^{-E/k_BT}dx}
\simeq\frac{\omega_s}{2\pi}\,e^{-B/k_BT}.
\end{equation}
The last form replaces the well by a parabola, whose integral is $e^{-E(u_s)/k_BT}\sqrt{2\pi k_BT/(m\omega_s^2)}$. From $d^2E/dx^2=K(1-Lt^2/r^3)$, the bare quantum of 51.1 meV becomes $\hbar\omega_s=49.1$ meV in the shallow well. The full integral gives an escape time of 52.2 ps, the parabola 51.8 ps.

Quantum motion shortens this. At the saddle the inverted curvature corresponds to $\hbar\omega_b=92.9$ meV. I take the known transmission of a parabolic barrier, $[1+e^{-2\pi\epsilon/\hbar\omega_b}]^{-1}$ at energy $\epsilon$ from its top, and average it thermally from the bottom of the well upwards. This multiplies the rate by 1.83. The real barrier is wider than the parabola lower down; using the semiclassical action through its actual shape below the top reduces the factor to 1.62. Most of this drop belongs to the semiclassical approximation: solving the Schr\"odinger equation across the same barrier, with the surface continued flat beyond the two minima, gives 1.77. Replacing the classical partition function $k_BT/\hbar\omega_s$ by the quantum sum $1/[2\sinh(\hbar\omega_s/2k_BT)]$ multiplies the rate by a further 1.16. The escape time on the lower surface falls to about 25 ps with the parabola, 28 ps with the semiclassical action and 26 ps with the exact transmission. Two minima exist, but the shallow one holds no charge on the time scale of a device.

Changing $D$ within the bound does not cure this. For an escape time of 1 s with the classical harmonic rate, the barrier must be near $k_BT\ln(\omega_s\cdot1\,\text{s}/2\pi)\approx0.78$ eV, while the bound $L/2$ is 0.45 eV. Within this adiabatic estimate, and with these values of $K$ and $g$, escape from the shallow well therefore takes much less than a second at 300 K. The estimate fails for very small $t$: the carrier then usually stays on its site as the lattice passes the crossing, and the escape time grows as $1/t^2$. The bound does not apply to the deep well, whose barrier grows with $D$.

\subsection{Where the shallow well stops mattering}

With the other parameters fixed, the shallow barrier equals $k_BT=25.9$ meV at $D=0.352$ eV, and half the local vibrational quantum at $D=0.363$ eV. Thermal energy therefore sets the first limit at 300 K, by a small margin. From $D\approx0.35$ eV up to $D_c=0.453$ eV the second minimum is present on the surface but shallower than $k_BT$.

\section{What the pair leaves out}

\textbf{Non-adiabatic motion.} Diagonalizing the vibrational problem on both coupled surfaces shifts the ground level by 0.013 meV relative to the lower surface alone. The lowest state of the shallow well survives at $-0.3313$ eV; the harmonic estimate is $-0.3312$ eV. For passage through the avoided crossing, the site-energy difference changes at the rate $2g\dot x$, and the Landau--Zener probability of leaving the lower surface is $\exp[-\pi t^2/(\hbar g\dot x)]$. At the mean speed of the thermal flux, $\sqrt{\pi k_BT/2m}$, it is $3\times10^{-6}$; averaged over the speeds in that flux it is $3\times10^{-4}$, because the fast crossings dominate. The formula assumes constant speed and ignores the energy needed to reach the upper surface. The lowest point of that surface is 0.40 eV above the saddle, and only a fraction of about $2\times10^{-7}$ of the thermal flux carries so much energy, so lasting jumps are rarer still. The levels in the wells do not probe the saddle, where the electronic state turns fastest with $x$. There the diagonal correction $(\hbar^2/2m)\,(gt/2r^2)^2$ raises the lower surface by 6.9 meV. Transmission computed on both coupled surfaces lowers the rate factor from 1.77 to 1.42 and lengthens the escape time to about 32 ps. For these parameters the adiabatic surface is a good starting point for the wells and gives the escape rate to about 25\%.

\textbf{Other oxygen neighbours.} Let each site have its own distortion $q_i$ of stiffness $K$, lowering the hole level there by $\sqrt2\,g\,q_i$. Then $x=(q_2-q_1)/\sqrt2$ is the coordinate used above, and $X=(q_1+q_2)/\sqrt2$ shifts both levels by $-gX$. Minimizing $KX^2/2-gX$ gives $X=g/K$: both levels drop by $L$, at an elastic cost $L/2$. Now attach five rigid outer sites to each pair site, with coupling $t'=0.10$ eV, at the mean static energy of the pair, and hold $X$ fixed. Eliminating their amplitudes gives
\begin{equation}
\varepsilon=-L-r+\frac{5t'^2}{\varepsilon}
\end{equation}
for the lowest level $\varepsilon<0$. The lowering $5t'^2/|\varepsilon|$ is greater at the saddle, where $r$ is small, than in the wells, so the barrier shrinks. Diagonalization gives 0.152 eV instead of 0.166 eV, and a critical offset of 0.432 eV instead of 0.453 eV. If the outer sites lie 0.96 eV higher, an offset that the comparison with the band below may require, the shifts are smaller: the values become 0.161 eV and 0.446 eV.

\textbf{Anharmonic bonds.} In a well both $X$ and $|x|$ are near 0.03 nm, so the occupied site has $q\approx0.042$ nm. If $q$ is a normalized mode shared equally by four bonds, the squares of the four stretches add up to $q^2$, so each bond changes by $0.042/\sqrt4=0.021$ nm, about a tenth of a metal--oxygen bond length. If all four bonds lengthen together, the metal atoms move rather than the oxygen, and the mass of 16 units used above is too small. A mass of 70 units would lower the bare quantum to 24 meV and raise the classical escape time to about 0.11 ns. A harmonic law is doubtful at that size. As an assumed allowance, not a calculation, let $K$ change by 20\% at fixed $g$ and $t$. The softer lattice gives $D_c=0.64$ eV, the stiffer one 0.34 eV. If instead a quadratic term in the force weakens the restoring force of each site by 20\% at $q=0.042$ nm, and $X$ is relaxed, $D_c$ rises to 0.72 eV. These are the largest shifts in $D_c$ estimated here.

\textbf{The valence band.} The condition compares two localized states; it does not decide whether a free hole becomes localized. Including the symmetric distortion, the deep state lies at $-0.590-0.450=-1.04$ eV from the mean static level of the pair. If the band edge lies a rough half-width of 2 eV below the mean oxygen level in hole energy, the pair must already lie more than $2.00-1.04=0.96$ eV below that mean for the trapped state to win. The half-width is a separate assumption and does not follow from the couplings used above: with one neighbour at 0.20 eV and five at 0.10 eV, equal site energies would put the edge at most 0.70 eV below the mean, and no such offset would be needed.

\section{Beside a real film}

In amorphous indium-gallium-zinc oxide the upper valence states are mainly of oxygen 2p character, so a trapped hole is expected on oxygen. Two neighbouring oxygen sites are the simplest model of its transfer from one site to another. The vibrational quantum of 51 meV is of the size expected when mainly the oxygen moves; if all four bonds lengthen together, it is nearer the 24 meV found above. The distortion of 0.021 nm per bond is large, and $L=0.90$ eV describes strong coupling. The values of $t$ and $D$ stand for one pair among many, since both vary from place to place in a glass. The model also keeps $t$ fixed; if a hole draws the two oxygen atoms together, $t$ grows with the distortion, and the condition derived here does not cover that case. The assumption most seriously in doubt is that of an isolated pair: if the band half-width is 2 eV, the 0.96 eV needed against the band must come from disorder or a local defect, such as an oxygen atom with few metal neighbours. For pairs that meet this demand, and with $t=0.20$ eV, the estimates above place the limiting site-energy difference $2D_c$ between roughly 0.7 and 1.4 eV, the spread coming from the allowances for the lattice stiffness. The numerical output lists the values to more digits than these rough inputs justify, so that the arithmetic can be followed.

\section*{Values computed for the example and the checks}
\begin{verbatim}
random cases with one / two minima: 233 / 67
stiffness K = 1000 eV/nm^2
coupling g = 30 eV/nm
transfer element t = 0.20 eV
half site-energy difference D = 0.12 eV
temperature = 300 K, kT = 0.0259 eV
vibrating mass = 16 atomic mass units
L = g^2/K = 0.900 eV, L^(2/3) = 0.9322 eV^(2/3)
D^(2/3) = 0.2433, t^(2/3) = 0.3420 eV^(2/3)
sum D^(2/3)+t^(2/3) = 0.5853 eV^(2/3)
fold position u* = 0.2627 eV
critical D, formula = 0.4534 eV
critical D, bisection = 0.4534 eV
critical site-energy difference 2Dc = 0.9068 eV
shallow well: u = -0.7496 eV, x = -0.02899 nm, E = -0.3557 eV
saddle: u = -0.0350 eV, x = -0.00517 nm, E = -0.1897 eV
deep well: u = 1.0026 eV, x = 0.02942 nm, E = -0.5896 eV
barrier from shallow well = 0.1660 eV
barrier from deep well = 0.3999 eV
barrier at D=0 = 0.2722 eV
fold-law coefficient c = 3.6147 1/eV
near-fold test distance Dc-D = 0.4534 meV
near-fold barrier, direct = 7.524 ueV
near-fold barrier, law = 7.523 ueV
bare vibrational quantum = 51.11 meV
shallow-well quantum = 49.10 meV
saddle quantum (inverted) = 92.87 meV
classical escape time = 52.20 ps
harmonic escape time = 51.81 ps
tunnelling factor, finite barrier = 1.832
tunnelling factor, closed form = 1.843
quantized-well factor = 1.157
escape time with both factors = 24.62 ps
D where barrier = half quantum: 0.3633 eV
D where barrier = kT: 0.3523 eV
non-adiabatic ground-level shift = 0.0133 meV
shallow vibronic level = -0.3313 eV
shallow harmonic level = -0.3312 eV
weight of shallow packet in that level = 1.000
Landau-Zener jump probability = 2.60e-06
outer sites per pair site = 5, coupling 0.10 eV
shallow barrier with outer sites = 0.1519 eV
critical D with outer sites = 0.4318 eV
critical D with K times 0.8 = 0.6362 eV
critical D with K times 1.2 = 0.3362 eV
rough valence-band half-width = 2.0 eV
trapped energy from mean pair level = -1.0396 eV
pair must lie below mean O level by 0.9604 eV
\end{verbatim}
